**Uehling potential: from the Dirac sea to s-level shifts**

The program tests the potential $-(Z\alpha/r)[1+(2\alpha/3\pi)\chi(r)]$, where $Z$ is the nuclear charge number, $\alpha$ the fine-structure constant, and $r$ is in units of $\hbar/mc$. It asserts that the response of numerically diagonalised Dirac states agrees with the derived response formula and with the closed polarisation function. A sine transform of that function must reproduce $\chi(r)$, and both limiting forms of $\chi$ are tested through the size or scaling of their remainders. Level shifts from radial quadrature are compared with the cusp-corrected contact formula for hydrogen 1s, 2s and 3s, and with closed 1s expressions for $Z=1$, 20, 50 and 80. The output gives a hydrogen 2s shift of about −26.9 MHz for an infinitely heavy nucleus. For a point nucleus with $Z=80$ the first-order Dirac 1s shift is about −45.6 eV, against −36.8 eV from the contact formula. Diagonalisation with the Uehling term included, in one seven-function basis, changes that Dirac shift by roughly 0.2%; the program asserts a change below 1%.

## Program and output

```python
# Uehling potential from the static polarisation of the filled Dirac sea.
# Result under test (hbar = c = electron mass = 1, lengths in hbar/(m c)):
#   V(r) = -(Z alpha/r) [1 + (2 alpha/(3 pi)) chi(r)],
#   chi(r) = int_1^inf dt exp(-2 r t) sqrt(t^2-1)/t^2 (1 + 1/(2 t^2)),
# with its short- and long-range limits and its first-order shift of s levels.
# P(q) is the subtracted polarisation function divided by alpha/pi;
# Z is the nuclear charge number, kappa = Z alpha, g = sqrt(1 - kappa^2).
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import gamma, eval_genlaguerre

alpha = sc.fine_structure
length_fm = sc.hbar / (sc.m_e * sc.c) * 1e15
mc2_eV = sc.m_e * sc.c**2 / sc.e
mc2_MHz = sc.m_e * sc.c**2 / sc.h / 1e6
prefactor = 2 * alpha / (3 * np.pi)

# ---------- Dirac matrices and the response of the filled sea ----------
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
alpha_matrices = np.array([np.kron([[0, 1], [1, 0]], s) for s in pauli])
beta_matrix = np.diag([1.0, 1.0, -1.0, -1.0])


def dirac_hamiltonian(p):
    return np.einsum('...k,kab->...ab', p, alpha_matrices) + beta_matrix


# A weak potential 2 v cos(q.r) couples a finite chain of momenta.
v = 1e-3
q_vector = np.array([0.0, 0.0, 1.5])
start = np.array([0.3, 0.2, -0.4])
momenta = [start + n * q_vector for n in range(-3, 4)]
size = len(momenta)
chain = np.kron(np.eye(size, k=1) + np.eye(size, k=-1), v * np.eye(4))
chain = chain.astype(complex)
for n, p in enumerate(momenta):
    chain[4*n:4*n+4, 4*n:4*n+4] += dirac_hamiltonian(p)
sea = np.linalg.eigh(chain)[1][:, :2 * size].reshape(size, 4, 2 * size)
density_component = np.sum(sea[:-1].conj() * sea[1:]).real
energies = np.array([np.sqrt(1 + p @ p) for p in momenta])
e1, e2 = energies[1:], energies[:-1]
trace_formula = (q_vector @ q_vector - (e1 - e2)**2) / (2 * e1 * e2)
response_formula = -2 * v * np.sum(trace_formula / (e1 + e2))
assert abs(density_component / response_formula - 1) < 1e-5


def sea_response(q, cutoff=2000.0):
    """Unsubtracted response J(q), from numerically found spinors."""
    x, wx = np.polynomial.legendre.leggauss(120)
    c, wc = np.polynomial.legendre.leggauss(32)
    ymax = np.arcsinh(cutoff)
    y = 0.5 * ymax * (x + 1)
    p = np.sinh(y)
    wp = 0.5 * ymax * wx * np.cosh(y) * p**2
    vec = np.zeros((len(p), len(c), 3))
    vec[..., 0] = p[:, None] * np.sqrt(1 - c**2)
    vec[..., 2] = p[:, None] * c
    half = np.array([0, 0, q / 2])
    ea, ua = np.linalg.eigh(dirac_hamiltonian(vec + half))
    eb, ub = np.linalg.eigh(dirac_hamiltonian(vec - half))
    overlap = np.einsum('...ai,...aj->...ij', ua[..., 2:].conj(), ub[..., :2])
    strength = np.sum(abs(overlap)**2, axis=(-1, -2))
    integrand = strength / (ea[..., 3] - eb[..., 0])
    return 2 / q**2 * np.einsum('i,j,ij->', wp, wc, integrand)


def polarisation(q):
    """Closed form of P(q); power series in 1/w^2 where terms cancel."""
    if q == 0:
        return 0.0
    w2 = 1 + 4 / q**2
    if w2 > 25:
        k = np.arange(16)
        return np.sum(w2**(-k - 1.0) * (3/(2*k + 3) - 1/(2*k + 5))) / 3
    w = np.sqrt(w2)
    return (w2 - 8/3 + 0.5*w*(3 - w2)*np.log((w + 1)/(w - 1))) / 3


q_low, q_high = 0.5, 3.0
sea_difference = sea_response(q_low) - sea_response(q_high)
closed_difference = polarisation(q_high) - polarisation(q_low)
assert abs(sea_difference / closed_difference - 1) < 1e-5

# Spectral quadrature with t = cosh(s); the integrand is even in s.
s_nodes = np.linspace(0, 25, 1001)
t = np.cosh(s_nodes)
weight = np.tanh(s_nodes)**2 * (1 + 0.5 / t**2) * (s_nodes[1] - s_nodes[0])
for q in (0.1, 1.0, 10.0):
    spectral = 2/3 * np.sum(weight * q**2 / (4*t**2 + q**2))
    assert abs(spectral / polarisation(q) - 1) < 1e-9
moment2, moment3 = np.sum(weight / t**2), np.sum(weight / t**3)
assert abs(moment2 - 2/5) < 1e-10
assert abs(moment3 - 5*np.pi/64) < 1e-10
assert abs(polarisation(0.01) / (0.01**2 / 15) - 1) < 1e-4
assert abs(polarisation(1000.0) - (2*np.log(1000.0) - 5/3)/3) < 1e-5


# ---------- Potential and its limits ----------
def scaled_chi(r):
    """exp(2 r) chi(r)."""
    s = np.linspace(0, np.arccosh(1 + 22.5 / r), 800)
    ch = np.cosh(s)
    f = np.tanh(s)**2 * (1 + 0.5/ch**2) * np.exp(-2*r*(ch - 1))
    return np.sum(f) * (s[1] - s[0])


def chi(r):
    return np.exp(-2 * r) * scaled_chi(r)


def chi_short(r):
    return -np.log(r) - np.euler_gamma - 5/6


def chi_long_scaled(r):
    return 3 * np.sqrt(np.pi) / 8 * r**-1.5


for r in (0.3, 1.0):
    sine = quad(lambda q: polarisation(q)/q if q > 0 else 0.0, 0, np.inf,
                weight='sin', wvar=r, epsabs=1e-9, limlst=200)[0]
    assert abs(3 / np.pi * sine / chi(r) - 1) < 1e-5
for r in (1e-3, 1e-2):
    assert abs(chi(r) - chi_short(r) - 3*np.pi*r/4) < 2 * r**2
# The remainder after the 1/r correction must fall as 1/r^2.
tail = [scaled_chi(r)/chi_long_scaled(r) - 1 + 29/(16*r) for r in (200., 400.)]
assert 3.7 < tail[0] / tail[1] < 4.2

# ---------- First-order level shifts ----------
y_grid = np.linspace(-25, np.log(30), 1500)
r_grid = np.exp(y_grid)
chi_grid = np.array([chi(r) for r in r_grid])


def shift_by_quadrature(Z, radial_density):
    potential = -Z * alpha * prefactor * chi_grid / r_grid
    return np.sum(radial_density*potential*r_grid) * (y_grid[1] - y_grid[0])


def schrodinger_density(Z, n):
    k = Z * alpha
    rho = 2 * k * r_grid / n
    laguerre = eval_genlaguerre(n - 1, 1, rho)
    return (2*k/n)**3 / (2*n**2) * np.exp(-rho) * laguerre**2 * r_grid**2


def shift_1s(Z, g):
    k = Z * alpha
    return -prefactor * k**2 / g * np.sum(weight * (k / (k + t))**(2*g))


def contact_shift(Z, n):
    return -4 * alpha / (15*np.pi) * (Z*alpha)**4 / n**3


cusp_factor = 1 - 25 * np.pi * alpha / 64
hydrogen = {}
for n in (1, 2, 3):
    hydrogen[n] = shift_by_quadrature(1, schrodinger_density(1, n))
    assert abs(hydrogen[n] / contact_shift(1, n) - cusp_factor) < 3e-4

ions = {}
for Z in (1, 20, 50, 80):
    k = Z * alpha
    g = np.sqrt(1 - k**2)
    density = (2*k)**(2*g+1)/gamma(2*g+1) * r_grid**(2*g)*np.exp(-2*k*r_grid)
    ions[Z] = (contact_shift(Z, 1), shift_1s(Z, 1.0), shift_1s(Z, g))
    assert abs(shift_by_quadrature(Z, density) / ions[Z][2] - 1) < 1e-6
    numeric = shift_by_quadrature(Z, schrodinger_density(Z, 1))
    assert abs(numeric / ions[Z][1] - 1) < 1e-6

# Dirac diagonalisation with the Uehling term, basis r^g exp(-a r), Z = 80.
Z = 80
k = Z * alpha
g = np.sqrt(1 - k**2)
a = k * 2.2**np.arange(-2, 5)
total = a[:, None] + a[None, :]
S = gamma(2*g + 1) / total**(2*g + 1)
R = gamma(2*g) / total**(2*g)
yukawa = gamma(2*g) * np.sum(weight/(total[..., None] + 2*t)**(2*g), axis=-1)
U = -k * prefactor * yukawa
cross = -(g + 1) * R + S * a[None, :]
norm = np.tile(1 / np.sqrt(np.diag(S)), 2)
scale = np.outer(norm, norm)
S_full = np.kron(np.eye(2), S) * scale


def dirac_1s_energy(extra):
    H = np.block([[S - k*R + extra, cross], [cross.T, -S - k*R + extra]])
    levels = eigh(H * scale, S_full, eigvals_only=True)
    return levels[np.argmin(abs(levels - g))]


energy_bare = dirac_1s_energy(0 * U)
assert abs(energy_bare - g) < 1e-8
full_shift = dirac_1s_energy(U) - energy_bare
beyond_first = full_shift / ions[80][2] - 1
assert abs(beyond_first) < 0.01

# ---------- Printed results ----------
print(f"inverse fine-structure constant = {1/alpha:.6f}")
print(f"length unit hbar/(m c) = {length_fm:.4f} fm")
print(f"electron rest energy = {mc2_eV:.2f} eV")
print(f"prefactor 2 alpha/(3 pi) = {prefactor:.6e}")
print(f"chain density response: diagonalised = {density_component:.8e}")
print(f"chain density response: formula = {response_formula:.8e}")
print(f"J(0.5)-J(3), Dirac-sea integral = {sea_difference:.7f}")
print(f"P(3)-P(0.5), closed form = {closed_difference:.7f}")
print(f"spectral moments <1/t^2>, <1/t^3> = {moment2:.6f}, {moment3:.6f}")
print("Potential: r in hbar/(m c); r in fm; chi; Uehling/Coulomb ratio")
for r in (0.001, 0.01, 0.1, 1.0, 5.0, 20.0):
    print(f"  {r:g}; {r*length_fm:.4g}; {chi(r):.5e}; {prefactor*chi(r):.5e}")
print("Short-range form: r in hbar/(m c); log+constants; with linear term")
for r in (0.001, 0.01, 0.1):
    print(f"  {r:g}; {chi_short(r):.5f}; {chi_short(r)+3*np.pi*r/4:.5f}")
print("Long-range form / exact chi: r in hbar/(m c); leading; with 1/r term")
for r in (5.0, 20.0, 100.0):
    ratio = chi_long_scaled(r) / scaled_chi(r)
    print(f"  {r:g}; {ratio:.5f}; {ratio*(1-29/(16*r)):.5f}")
print("Hydrogen ns shifts: n; contact (MHz); full potential (MHz); ratio")
for n in (1, 2, 3):
    contact = contact_shift(1, n)
    print(f"  {n}; {contact*mc2_MHz:.4f}; {hydrogen[n]*mc2_MHz:.4f}; "
          f"{hydrogen[n]/contact:.6f}")
print(f"predicted ratio 1-25 pi alpha/64 = {cusp_factor:.6f}")
print("1s shifts: Z; contact (eV); Schrodinger (eV); Dirac (eV)")
for Z, values in ions.items():
    print(f"  {Z}; " + "; ".join(f"{x*mc2_eV:.5e}" for x in values))
print("1s ratios: Z; Schrodinger/contact; Dirac/Schrodinger; Dirac/contact")
for Z, (contact, schrodinger, dirac) in ions.items():
    print(f"  {Z}; {schrodinger/contact:.5f}; {dirac/schrodinger:.5f}; "
          f"{dirac/contact:.5f}")
print(f"Z=80 Dirac shift by diagonalisation = {full_shift*mc2_eV:.4f} eV")
print(f"Z=80 relative change beyond first order = {beyond_first:.3e}")
print("PASS")
```

Running it gives:

```
inverse fine-structure constant = 137.035999
length unit hbar/(m c) = 386.1593 fm
electron rest energy = 510998.95 eV
prefactor 2 alpha/(3 pi) = 1.548546e-03
chain density response: diagonalised = -6.38471799e-04
chain density response: formula = -6.38471619e-04
J(0.5)-J(3), Dirac-sea integral = 0.3209109
P(3)-P(0.5), closed form = 0.3209111
spectral moments <1/t^2>, <1/t^3> = 0.400000, 0.245437
Potential: r in hbar/(m c); r in fm; chi; Uehling/Coulomb ratio
  0.001; 0.3862; 5.49956e+00; 8.51632e-03
  0.01; 3.862; 3.21803e+00; 4.98327e-03
  0.1; 38.62; 1.11360e+00; 1.72446e-03
  1; 386.2; 3.59327e-02; 5.56435e-05
  5; 1931; 2.02177e-06; 3.13080e-09
  20; 7723; 2.90088e-20; 4.49215e-23
Short-range form: r in hbar/(m c); log+constants; with linear term
  0.001; 5.49721; 5.49956
  0.01; 3.19462; 3.21818
  0.1; 0.89204; 1.12766
Long-range form / exact chi: r in hbar/(m c); leading; with 1/r term
  5; 1.33498; 0.85105
  20; 1.08831; 0.98968
  100; 1.01802; 0.99957
Hydrogen ns shifts: n; contact (MHz); full potential (MHz); ratio
  1; -217.0301; -215.1013; 0.991113
  2; -27.1288; -26.8874; 0.991104
  3; -8.0382; -7.9666; 0.991103
predicted ratio 1-25 pi alpha/64 = 0.991045
1s shifts: Z; contact (eV); Schrodinger (eV); Dirac (eV)
  1; -8.97564e-07; -8.89587e-07; -8.89872e-07
  20; -1.43610e-01; -1.21319e-01; -1.29742e-01
  50; -5.60978e+00; -3.80004e+00; -5.28723e+00
  80; -3.67642e+01; -2.05593e+01; -4.56370e+01
1s ratios: Z; Schrodinger/contact; Dirac/Schrodinger; Dirac/contact
  1; 0.99111; 1.00032; 0.99143
  20; 0.84478; 1.06942; 0.90343
  50; 0.67740; 1.39136; 0.94250
  80; 0.55922; 2.21977; 1.24134
Z=80 Dirac shift by diagonalisation = -45.7204 eV
Z=80 relative change beyond first order = 1.827e-03
PASS
```
